# Why Heavy-Light Coupling Deepens the Ground State of a Spherical Acceptor

## Definitions and conventions

A hole bound to a singly charged acceptor moves near the fourfold top of the valence band, described by a spin $J=3/2$. Hole energy is counted positive into the band, so a bound hole has negative energy. The split-off band is taken as infinitely distant, the Coulomb attraction is screened by a constant $\varepsilon$, and only the rotationally invariant part of the band Hamiltonian is kept, which drops the warping. The Luttinger Hamiltonian is then

$$
H=\frac{1}{2m_0}\left[\left(\gamma_1+\tfrac52\bar\gamma\right)p^2-2\bar\gamma(\mathbf p\cdot\mathbf J)^2\right]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r},\qquad \bar\gamma=\frac{2\gamma_2+3\gamma_3}{5},
$$

with $\mathbf J$ in units of $\hbar$. Write $\mathbf p=p\,\mathbf n$ and define

$$
\Lambda(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54,\qquad \mu=\frac{2\bar\gamma}{\gamma_1}=\frac{4\gamma_2+6\gamma_3}{5\gamma_1}.
$$

The bracket becomes $\gamma_1p^2(1-\mu\Lambda)$. With lengths in $a^*=\varepsilon\gamma_1a_0$, momenta in $\hbar/a^*$ and energies in $\mathrm{Ry}^*=\mathrm{Ry}/(\gamma_1\varepsilon^2)$,

$$
H=p^2(1-\mu\Lambda)-\frac2r .
$$

At $\mu=0$ this is hydrogen with mass $m_0/\gamma_1$ and ground energy $-1$. The claim is that the ground energy lies strictly below $-1$ for every $0<|\mu|<1$.

The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm3/2$ and $\pm1/2$, so $\Lambda=+1$ or $-1$, and $\Lambda^2=1$. For $\mu>0$ these are heavy and light holes, with masses $m_0/[\gamma_1(1\mp\mu)]$. The condition $|\mu|<1$ keeps both masses positive. If $|\mu|>1$ one kinetic energy is negative and $H$ has no lowest energy.

For spin quantised along $\mathbf n$, the $\mu$ term is a mass difference and couples nothing. It is a coupling in a basis with a fixed spin axis. Seen along $\mathbf n$, it is the Coulomb potential that mixes heavy and light, because it changes the direction of $\mathbf p$.

## First contribution: the pure s envelope

Take a spherical envelope times a constant spinor $\chi$. Its momentum function $a(p)$ has no dependence on direction, so only the angular average of $\Lambda$ enters. Since $\langle n_in_j\rangle=\delta_{ij}/3$,

$$
\langle\Lambda\rangle=\frac{J(J+1)}3-\frac54=\frac{15}{12}-\frac54=0 .
$$

The first-order energy vanishes for every radial shape and every spinor. The heavy and light projectors are $(1\pm\Lambda)/2$, so the state is half heavy and half light. The average of the inverse masses is

$$
\frac12\left[\frac{\gamma_1(1-\mu)}{m_0}+\frac{\gamma_1(1+\mu)}{m_0}\right]=\frac{\gamma_1}{m_0}.
$$

This is why $m_0/\gamma_1$ sets the reference Rydberg. The zero is a cancellation between two populations that are equal at every $p$. The best energy with s envelopes alone is $-1$, whatever $\mu$ is.

## Second contribution: alignment of spin with momentum

Let $\psi_0$ be the normalised 1s state with spinor $\chi$, and try

$$
\psi_t=(1+t\Lambda)\psi_0,\qquad t\text{ real}.
$$

In momentum space $\Lambda$ simply multiplies. On heavy components the factor is $1+t$, on light ones $1-t$. A positive $t$ therefore favours heavy motion in every direction.

Since $J(J+1)/3=5/4$,

$$
\Lambda=\sum_{ij}\left(n_in_j-\tfrac13\delta_{ij}\right)J_iJ_j ,
$$

which contains only angular functions with $L=2$. The added part is a pure d envelope, orthogonal to the s part. It has norm one because $\Lambda^2=1$. Hence $\langle\psi_t|\psi_t\rangle=1+t^2$.

For the kinetic energy, use $\Lambda^2=1$:

$$
(1+t\Lambda)^2(1-\mu\Lambda)=(1+t^2-2\mu t)+\left[2t-\mu(1+t^2)\right]\Lambda .
$$

The last term averages to zero. With $\langle p^2\rangle=1$ in the 1s state, the kinetic energy is $(1+t^2-2\mu t)/(1+t^2)$. The central potential has no s-d cross term. If $E_d$ denotes the expectation value of $p^2-2/r$ in the d part,

$$
E(t)=\frac{-1-2\mu t+E_dt^2}{1+t^2},\qquad
E(t)+1=\frac{-2\mu t+(1+E_d)t^2}{1+t^2}. \tag{1}
$$

The gain is linear in $t$ and the cost is quadratic. A small $t$ with the sign of $\mu$ therefore makes $E(t)<-1$, and the variational principle puts the ground energy lower still. Only the finiteness of $E_d$ is needed. The state is bound, since the continuum starts at zero.

The vanishing first-order energy and the deeper state are thus compatible. The first is a diagonal element of the perturbation. The second follows from an off-diagonal element, $-\mu$, between s and d. If 1s were still the ground state, its energy would be stationary against every admixture, yet (1) has slope $-2\mu$ at $t=0$.

## Third contribution: the Coulomb price

What alignment costs is contained in $E_d$. The d part has the same distribution of $p$ as 1s, so its isotropic kinetic energy is also 1. It differs in its attraction to the acceptor.

The 1s function $2e^{-r}$ has the momentum function

$$
a(p)=\sqrt{\frac2\pi}\,\frac2p\int_0^\infty r\sin(pr)e^{-r}\,dr=\sqrt{\frac{32}{\pi}}\,\frac1{(1+p^2)^2}.
$$

Up to an overall sign, the d radial function is

$$
g(r)=\frac8\pi\int_0^\infty\frac{p^2j_2(pr)}{(1+p^2)^2}\,dp .
$$

With $\mathcal D=r^{-1}d/dr$, the Bessel identity $p^2j_2(pr)=r^2\mathcal D^2j_0(pr)$ takes the differentiation outside. The remaining integral is

$$
\frac8\pi\int_0^\infty\frac{\sin(pr)}{pr(1+p^2)^2}\,dp=\frac4r\left[1-\left(1+\frac r2\right)e^{-r}\right].
$$

It follows from integrating $\int_0^\infty\cos(pr)(1+p^2)^{-2}dp=\frac\pi4(1+r)e^{-r}$ from zero to $r$. Applying $r^2\mathcal D^2$ gives

$$
g(r)=\frac{12}{r^3}Q(r),\qquad Q(r)=1-e^{-r}\left(1+r+\frac{r^2}2+\frac{r^3}6\right)=e^{-r}\sum_{k=4}^\infty\frac{r^k}{k!}.
$$

Since $Q'=r^3e^{-r}/6$, integration by parts gives

$$
\left\langle\frac1r\right\rangle_d=144\int_0^\infty\frac{Q^2}{r^5}\,dr=72\int_0^\infty\frac{QQ'}{r^4}\,dr=12\int_0^\infty\frac{Qe^{-r}}r\,dr .
$$

The boundary terms vanish because $Q\simeq r^4/24$ at small $r$ and $Q\to1$ at large $r$. Inserting the series,

$$
\left\langle\frac1r\right\rangle_d=12\sum_{k=4}^\infty\frac1{k2^k}=12\left(\ln2-\frac12-\frac18-\frac1{24}\right)=12\left(\ln2-\frac23\right)=0.318 .
$$

For 1s the value is 1. At equal momentum distribution the d wave keeps less than a third of the attraction. Therefore

$$
E_d=1-24\left(\ln2-\tfrac23\right)=17-24\ln2=0.364 .
$$

Minimising (1) over $t$ is the same as finding the lower eigenvalue of

$$
\begin{pmatrix}-1&-\mu\\-\mu&E_d\end{pmatrix},\qquad
E_-=\frac{E_d-1}2-\sqrt{\left(\frac{E_d+1}2\right)^2+\mu^2}. \tag{2}
$$

At $\mu=0$ this is $-1$, and it falls with $|\mu|$. For small $\mu$ it is $-1-\mu^2/(1+E_d)=-1-0.733\mu^2$.

## Fourth contribution: contraction

Alignment lowers the kinetic energy, so the state can afford to shrink. Multiply all momenta by $k$. The kinetic energy scales as $k^2$ and the potential energy as $k$:

$$
E=k^2T+kV,\quad T=\frac{1+t^2-2\mu t}{1+t^2},\quad V=-\frac{2+vt^2}{1+t^2},\quad v=2\left\langle\frac1r\right\rangle_d=0.636 .
$$

The minimum over $k$ lies at $k=-V/(2T)$, with

$$
E(t)=-\frac{V^2}{4T}=-\frac{(2+vt^2)^2}{4(1+t^2)(1+t^2-2\mu t)}. \tag{3}
$$

At $t=0$ the best scale is $k=1$. Contraction has nothing to offer until alignment has begun, and then it amplifies the gain.

For comparison, the full four-component $H$ was diagonalised with s and d envelopes in a Gaussian basis, which gives $-0.999999$ at $\mu=0$. Energies are in $\mathrm{Ry}^*$.

| $\mu$ | Eq. (2) | Eq. (3), best $t$ | numerical |
|---|---|---|---|
| 0.2 | −1.029 | −1.031 | −1.037 |
| 0.4 | −1.109 | −1.143 | −1.171 |
| 0.6 | −1.226 | −1.436 | −1.503 |
| 0.8 | −1.369 | −2.457 | −2.580 |

At small $\mu$ contraction hardly matters. At $\mu=0.8$ it supplies most of the extra binding in the trial state.

## The weak-coupling limit

The coefficient of $\mu^2$ can be found without a trial function. The perturbation $-\mu p^2\Lambda$ turns 1s into a d wave with radial part $\mu w(r)$, up to sign, where

$$
w(r)=r^2\mathcal D^2\left(2e^{-r}\right)=2\left(1+\frac1r\right)e^{-r}.
$$

Let $h_2$ be $p^2-2/r$ for $L=2$. The second-order energy is $-\mu^2\langle w|(h_2+1)^{-1}|w\rangle$. Expand in Coulomb Sturmian functions,

$$
S_n=N_nr^2e^{-r}L^{(5)}_{n-3}(2r),\qquad N_n^2=\frac{64\,(n-3)!}{(n+2)!},\qquad n\ge3 .
$$

They are hydrogenic functions for the potential $-2n/r$ at energy $-1$. Hence $(h_2+1)S_n=[2(n-1)/r]S_n$, and $\int_0^\infty S_nS_m\,r\,dr=\delta_{nm}$.

The Laguerre generating function gives $\int_0^\infty x^\beta e^{-x}L^{(5)}_k(x)\,dx$ as the coefficient of $z^k$ in $\beta!(1-z)^{\beta-5}$. This is $24$ for $\beta=4$ and $6(k+1)$ for $\beta=3$. With $x=2r$ and $k=n-3$,

$$
\langle S_n|w\rangle=2N_n\left[\frac{24}{32}+\frac{6(n-2)}{16}\right]=\frac{3n}4N_n,\qquad
\langle S_n|w\rangle^2=\frac{36n}{(n^2-4)(n^2-1)} .
$$

Dividing by $2(n-1)$ and summing, $E=-1-c\mu^2+\dots$ with

$$
c=\sum_{n=3}^\infty\frac{18n}{(n-2)(n+2)(n+1)(n-1)^2}.
$$

Partial fractions turn each term into

$$
\frac3{n-2}-\frac1{n+2}+\frac{3/2}{n+1}-\frac{7/2}{n-1}-\frac3{(n-1)^2}.
$$

The first four coefficients add to zero, so the harmonic sums leave only their missing initial terms:

$$
c=\frac{25}{12}-\frac32\cdot\frac{11}6+\frac72-3\left(\frac{\pi^2}6-1\right)=\frac{35}6-\frac{\pi^2}2=0.8985 .
$$

The numerical energies at small $\mu$ also give 0.8985. The two-state value 0.733 recovers 82% of it.

## How the energy moves with coupling, and its floor

For one spinor $\chi$, all states $[a(p)+b(p)\Lambda]\chi$ form a space closed under $H$. Multiplication by $\Lambda$ exchanges the s and d parts, and a central potential changes only their radial functions. Reversing the sign of $b$ is equivalent to reversing the sign of $\mu$. The lowest energy in this s-d channel is therefore even in $\mu$, and the next correction above is of order $\mu^4$.

Each fixed state has an energy linear in $\mu$, and a minimum over linear functions is concave. A concave even function that lies below its value at zero falls steadily as $|\mu|$ grows. Its slope is

$$
\frac{dE}{d\mu}=-\langle p^2\Lambda\rangle .
$$

For $\mu>0$ the slope is negative, so heavy components carry more of $\langle p^2\rangle$ than light ones.

There is also a floor. Since $\Lambda$ has eigenvalues $\pm1$, $p^2(1-\mu\Lambda)\ge(1-|\mu|)p^2$, and so $E\ge-1/(1-|\mu|)$. For $\mu>0$ this is the heavy-hole Rydberg. The acceptor would reach it if the d wave were attracted as strongly as the s wave, for then $b=a$ would remove the light component at no cost.

## Weighing the parts for an acceptor in germanium

Take rough typical values for germanium: $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\varepsilon=16$. Then

$$
\mu=\frac{4(4.2)+6(5.7)}{5(13.4)}=\frac{51.0}{67.0}=0.761 .
$$

The units are $\mathrm{Ry}^*=3.97$ meV and $a^*=11.3$ nm. The spherical masses are $0.31\,m_0$ and $0.042\,m_0$.

**Alignment at fixed size.** Equation (2) gives $E_-=-1.340$. The first row of the matrix gives $-1-\mu t=E_-$, so $t=0.340/0.761=0.447$ and $t^2=0.199$. The coupling contributes $-2\mu t/(1+t^2)=-0.567$. Lost attraction costs $(2-v)t^2/(1+t^2)=+0.227$. The net gain is 0.340.

**Contraction at this mixing.** Now $T=1-0.567=0.433$ and $V=-2+0.227=-1.773$. The energy becomes $-V^2/(4T)=-1.81$, a further gain of about 0.47.

**Mixing and size together.** Equation (3) is lowest at $t=0.73$ and $k=2.77$, where $E=-2.116$. A smaller state has more kinetic energy to save, so stronger alignment pays.

**Free radial shapes.** The numerical energy is $-2.226$, or $-8.83$ meV. The simple trial state thus supplies $1.116/1.226=91\%$ of the binding beyond $-1$. The second-order formula gives $-1.521$, only 42% of that extra binding, so this $\mu$ is outside its useful range. The lowest odd-parity level, computed with $L=1$ and 3, lies at $-0.959$, well above.

In the numerical ground state the contributions, with their 1s values for comparison, are

| contribution ($\mathrm{Ry}^*$) | 1s | acceptor |
|---|---|---|
| $\langle p^2\rangle$ | 1 | 8.02 |
| $-\mu\langle p^2\Lambda\rangle$ | 0 | −5.80 |
| $-\langle2/r\rangle$ | −2 | −4.45 |

The total kinetic energy, the sum of the first two rows before rounding, is $2.23$, higher than in 1s. After contraction the lowering appears in the Coulomb energy, although alignment made it possible. The d weight is 0.27 and the heavy fraction has risen from 0.50 to 0.92. The mean radius is 8.4 nm, against 17.0 nm for 1s with mass $m_0/\gamma_1$. The heavy-hole floor, at $-4.19$, remains far below.

## The model beside real acceptors

Shallow acceptors in germanium bind holes by roughly 11 meV, somewhat more than the model's 8.8 meV. The parameters are ordinary for germanium, but the result is sensitive to them: with $\gamma_1$ and $\varepsilon$ fixed, the slope $-7.6\,\mathrm{Ry}^*$ means that raising $\mu$ by 0.01 deepens the level by about 0.3 meV. At fixed $\mu$ the energy scales as $1/\varepsilon^2$, so a low-temperature value near $\varepsilon=15.4$ would give 9.5 meV. Restoring the warping, with envelopes up to $L=4$, shifts the level by $-0.47$ meV; this is not converged, and the shift settles at $-0.56$ meV once envelopes up to $L=6$ and higher are included. Including the split-off band at a rough 290 meV shifts the level of the spherical model by $-0.16$ meV. The two shifts do not add: with warping present the split-off band lowers the level by about $0.44$ meV (envelopes up to $L=6$), which puts it near $-9.8$ meV. The acceptor's own cell also matters. Switching abruptly to the unscreened Coulomb potential inside one rough bond length, 0.245 nm, gives $-1.4$ meV to first order. An unscreened sphere whose potential joins the screened one continuously gives only $-0.47$ meV. Neither number should be read as an estimate of the real shift. First-order theory fails for such wells: solved in full, the abrupt one shifts the level by about $-220$ meV and the continuous one by $-1.1$ meV. Effective-mass theory itself fails at that distance. The real shift depends on the chemical species and has to come from experiment or from an atomistic calculation. At a doping of $10^{14}\ \mathrm{cm^{-3}}$ the sphere available to each acceptor has a radius of 134 nm, and a charged neighbour at that distance has a Coulomb energy of 0.67 meV. At 10 K, $kT=0.86$ meV, a tenth of the binding energy; temperature and compensation then decide how many acceptors hold their hole. In silicon the split-off energy is comparable with the acceptor binding energy, so the four-component model is less safe there.

Warping does not undo the argument. The full Luttinger term replaces $\mu\Lambda$ by

$$
C(\mathbf n)=\frac{2\gamma_2}{\gamma_1}\sum_in_i^2\left(J_i^2-\tfrac54\right)+\frac{2\gamma_3}{\gamma_1}\sum_{i<j}n_in_j(J_iJ_j+J_jJ_i).
$$

The second sum averages to zero because $\langle n_in_j\rangle=0$ for $i\ne j$. The first gives $\frac13(\frac{15}4-\frac{15}4)=0$. With the trial state $(1+tC)\psi_0$ the term linear in $t$ is $-2t\langle C\psi_0|p^2|C\psi_0\rangle$, which is negative for small positive $t$ unless $C\psi_0=0$. As long as both bands keep positive kinetic energy in every direction, the ground state again lies below the $m_0/\gamma_1$ Rydberg. The printed values are collected in the numerical output below.

## Table of computed values

```
largest element of angular mean of Lam = 3.6e-16
<1/r> of d partner = 0.31777 1/a* (1s: 1)
energy of d partner 17-24 ln2 = 0.36447 Ry*
mu^2 coefficient: formula 0.89853, numerical 0.89850
mu^2 coefficient of two-state trial = 0.73289
numerical E at mu=0 = -0.999999 Ry*
mu | numerical E | two-state | scaled trial | lower bound (Ry*)
0.2 | -1.0374 | -1.0287 | -1.0307 | -1.2500
0.4 | -1.1708 | -1.1086 | -1.1426 | -1.6667
0.6 | -1.5029 | -1.2263 | -1.4364 | -2.5000
0.8 | -2.5802 | -1.3692 | -2.4568 | -5.0000
Germanium-like acceptor, rough parameters:
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7; eps = 16.0
mu = 0.7612
heavy mass = 0.312 m0, light = 0.0424 m0
Ry* = 3.966 meV, a* = 11.35 nm
s-only energy = -1.0000 Ry*
two-state trial energy = -1.3399 Ry*
scaled trial energy = -2.1160 Ry* = -8.39 meV
trial mixing t = 0.7275, momentum scale k = 2.7700
trial heavy fraction = 0.9757
numerical ground energy = -2.2264 Ry* = -8.83 meV
second-order estimate = -1.5206 Ry*
heavy-hole lower bound = -4.1875 Ry*
<p^2> = 8.0246 Ry*
<-mu p^2 Lam> = -5.7982 Ry*
<-2/r> = -4.4527 Ry*
d weight = 0.2675
heavy fraction = 0.9165 (pure s: 0.5000)
dE/dmu = -7.6174 Ry*, -<p^2 Lam> = -7.6173 Ry*
lowest odd-parity level = -0.9594 Ry*
mean radius = 8.40 nm (1s of mass m0/gamma1: 17.02 nm)
Neglected effects:
cubic warping shift (L up to 4) = -0.468 meV
split-off energy = 290 meV, shift = -0.159 meV
central-cell shift, unscreened inside 0.245 nm = -1.387 meV
doping = 1e+14 cm^-3, sphere radius = 134 nm
neighbour Coulomb energy = 0.673 meV
kT at 10 K = 0.862 meV
```
